# Seminumerical exchange in three contractions, with overlap fitting and screening

## The result

Let $\phi_\mu$ be $N$ real, atom-centred Gaussian basis functions and $P$ the symmetric, spin-summed density matrix of a closed-shell determinant. Atomic units are used. With quadrature points $\mathbf r_g$ and positive weights $w_g$, the exchange matrix is approximated by

$$K\approx XG^{T},\qquad X_{\mu g}=\sqrt{w_g}\,\phi_\mu(\mathbf r_g),\tag{1}$$

$$F=PX,\qquad G_{\nu g}=\sum_\kappa A_{\nu\kappa}(\mathbf r_g)F_{\kappa g},\tag{2}$$

$$A_{\nu\kappa}(\mathbf r)=\int\frac{\phi_\nu(\mathbf r')\phi_\kappa(\mathbf r')}{|\mathbf r'-\mathbf r|}\,d^3r'.\tag{3}$$

One electron is on the grid. The other is integrated analytically in $A$. Both $X$ and $G$ are indexed as (function, point), so the second array is transposed in (1). The only approximation in (1)–(3) is the quadrature. Chain-of-spheres exchange adds a screening of the sums, treated below.

## From four-index integrals to three contractions

Write

$$(\mu\lambda|\kappa\nu)=\iint\frac{\phi_\mu(\mathbf r)\phi_\lambda(\mathbf r)\,\phi_\kappa(\mathbf r')\phi_\nu(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'.\tag{4}$$

The exchange matrix and exchange energy are

$$K_{\mu\nu}=\sum_{\lambda\kappa}P_{\lambda\kappa}(\mu\lambda|\kappa\nu),\qquad E_x=-\tfrac14\sum_{\mu\nu}P_{\mu\nu}K_{\mu\nu}.\tag{5}$$

The factor $\tfrac14$ follows from the convention for $P$. For doubly occupied orbitals $i,j$ with coefficients $C$, the energy is $-\sum_{ij}(ij|ji)$, and $P=2CC^T$ makes each of the two orbital sums equal to half a density matrix.

In (4), carry out the integral over $\mathbf r'$ first. By (3) it gives $A_{\kappa\nu}(\mathbf r)=A_{\nu\kappa}(\mathbf r)$, so that

$$K_{\mu\nu}=\int\phi_\mu(\mathbf r)\sum_\kappa A_{\nu\kappa}(\mathbf r)\sum_\lambda P_{\kappa\lambda}\phi_\lambda(\mathbf r)\,d^3r.\tag{6}$$

This is still exact. It suggests the two functions

$$f_\kappa(\mathbf r)=\sum_\lambda P_{\kappa\lambda}\phi_\lambda(\mathbf r),\qquad h_\nu(\mathbf r)=\sum_\kappa A_{\nu\kappa}(\mathbf r)f_\kappa(\mathbf r),\tag{7}$$

with which $K_{\mu\nu}=\int\phi_\mu h_\nu\,d^3r$. The Coulomb singularity has been absorbed into $A$, which is the potential of a smooth Gaussian charge distribution and is itself smooth. Had both electrons been placed on the same grid, the terms with coinciding points would have been infinite.

Now replace the remaining integral by the quadrature and divide each weight equally between the two factors:

$$K_{\mu\nu}\approx\sum_g w_g\,\phi_\mu(\mathbf r_g)h_\nu(\mathbf r_g)=\sum_g\big[\sqrt{w_g}\phi_\mu(\mathbf r_g)\big]\big[\sqrt{w_g}h_\nu(\mathbf r_g)\big].\tag{8}$$

The first bracket is $X_{\mu g}$. Multiplying (7) by $\sqrt{w_g}$ gives $\sqrt{w_g}f_\kappa(\mathbf r_g)=(PX)_{\kappa g}=F_{\kappa g}$ and $\sqrt{w_g}h_\nu(\mathbf r_g)=G_{\nu g}$. This proves (1) and (2). The square roots require $w_g>0$; for a grid with negative weights the whole weight can be put into one factor.

With $N_g$ points and no screening, each of the contractions $F=PX$, $G=AF$ and $K=XG^T$ takes $N_gN^2$ multiplications, and there are $N_gN^2$ potential integrals if the symmetry $A_{\nu\kappa}=A_{\kappa\nu}$ is not used. Since $N_g$ is proportional to the number of atoms, the cost is cubic in system size, against $N^4$ unscreened four-index integrals. The matrix $A(\mathbf r_g)$ can be discarded as soon as its point has been processed.

## The analytic potential integrals

Take two unnormalized s primitives with exponents $a,b$ and centres $\mathbf R_a,\mathbf R_b$. Define $p=a+b$, $\mathbf C=(a\mathbf R_a+b\mathbf R_b)/p$ and $R=|\mathbf R_a-\mathbf R_b|$. Completing the square gives

$$e^{-a|\mathbf r'-\mathbf R_a|^2}e^{-b|\mathbf r'-\mathbf R_b|^2}=E\,e^{-p|\mathbf r'-\mathbf C|^2},\qquad E=e^{-abR^2/p}.\tag{9}$$

Represent the Coulomb kernel as a superposition of Gaussians,

$$\frac1{|\mathbf r'-\mathbf r|}=\frac2{\sqrt\pi}\int_0^\infty e^{-u^2|\mathbf r'-\mathbf r|^2}\,du.\tag{10}$$

The product of the Gaussians in (9) and (10) is again a Gaussian in $\mathbf r'$, with exponent $p+u^2$. With $D=|\mathbf C-\mathbf r|$, its integral over $\mathbf r'$ leaves

$$A_{ss}=\frac{2E}{\sqrt\pi}\int_0^\infty\Big(\frac{\pi}{p+u^2}\Big)^{3/2}\exp\Big(-\frac{pu^2}{p+u^2}D^2\Big)du.\tag{11}$$

Substitute $t^2=u^2/(p+u^2)$. Then $p+u^2=p/(1-t^2)$ and $du=\sqrt p\,(1-t^2)^{-3/2}dt$. The powers of $1-t^2$ cancel, the constants combine to $2\pi/p$, and

$$A_{ss}=\frac{2\pi}{p}E\,F_0(T),\qquad T=pD^2,\qquad F_n(T)=\int_0^1t^{2n}e^{-Tt^2}dt.\tag{12}$$

The $F_n$ are the Boys functions.

Higher angular momenta follow by differentiation with respect to the centres, because

$$(x'-R_{a,x})\,e^{-a|\mathbf r'-\mathbf R_a|^2}=\frac1{2a}\frac{\partial}{\partial R_{a,x}}e^{-a|\mathbf r'-\mathbf R_a|^2}.\tag{13}$$

Apply this operator to (12). The derivative of $E$, divided by $2a$, is $-(b/p)(R_{a,x}-R_{b,x})E=(C_x-R_{a,x})E$. For the Boys function, $dF_0/dT=-F_1$ and $\partial T/\partial R_{a,x}=2p(C_x-x)(a/p)=2a(C_x-x)$. Hence

$$A_{p_xs}=\frac{2\pi}{p}E\left[(C_x-R_{a,x})F_0(T)-(C_x-x)F_1(T)\right].\tag{14}$$

Further derivatives generate the remaining functions, and contracted functions are linear combinations of primitives.

## One point, step by step

Consider H$_2$ with the nuclei at $z=0$ and $z=1.4$ bohr in the STO-3G basis. The overlap is $S_{12}=0.659318$. The doubly occupied orbital is $(\phi_1+\phi_2)/\sqrt{2(1+S_{12})}$, so every element of $P$ equals $1/(1+S_{12})=0.602657$.

At the point $(0.5,0,0.3)$ bohr the basis functions are $\phi_1=0.381878$ and $\phi_2=0.174813$ bohr$^{-3/2}$. The quadrature weight is left out here, so the quantities are those of (7). The first contraction gives

$$f_1=f_2=0.602657\,(0.381878+0.174813)=0.335494.$$

Equation (12), summed over the primitives, gives $A_{11}=1.019577$, $A_{12}=0.592999$ and $A_{22}=0.724291$ hartree. The second contraction is

$$h_1=(1.019577+0.592999)\,0.335494=0.54101,$$

$$h_2=(0.592999+0.724291)\,0.335494=0.44194.$$

The point therefore contributes $\phi_1h_1=0.2066$ per unit weight to $K_{11}$ and $\phi_1h_2=0.1688$ to $K_{12}$. Its contribution to $K_{21}$ is different: $\phi_2h_1=0.174813\times0.54101=0.0946$. The two off-diagonal elements agree after integration, not point by point.

For the third contraction, each atom carries 60 radial shells of 302 Lebedev points, and Becke's partition combines the atomic grids. The sum over points gives $K_{11}=1.18112$ and $K_{12}=1.05761$ hartree. The analytic four-index integrals give the same values to these digits. With $K_{22}=K_{11}$ by symmetry, (5) yields

$$E_x=-\tfrac14(0.602657)\,2\,(1.18112+1.05761)=-0.6746\ \text{hartree}.$$

## Symmetry and the energy derivative

On a finite grid, $K_{\mu\nu}$ treats the electron carrying $\phi_\mu$ numerically and the one carrying $\phi_\nu$ analytically. Transposition exchanges these roles, so $XG^T$ is in general not symmetric. One uses

$$K^{\rm sym}=\tfrac12\left(XG^T+GX^T\right).\tag{15}$$

The trace with the symmetric matrix $P$, and hence the energy, is unchanged by this step.

The symmetrization also follows from the energy. Insert (1) into (5) and use $F=PX$:

$$E_{\rm grid}=-\tfrac14\sum_{g\mu\nu}P_{\nu\mu}X_{\mu g}G_{\nu g}=-\tfrac14\sum_{g\nu\kappa}F_{\nu g}A_{\nu\kappa}(\mathbf r_g)F_{\kappa g}.\tag{16}$$

Each quadratic form in (16) is the integral of a squared function divided by a distance. Positive weights therefore guarantee $E_{\rm grid}\le0$.

For a symmetric change $\delta P$ we have $\delta F=\delta P\,X$. Since $A$ is symmetric, the two factors $F$ contribute equally:

$$\delta E_{\rm grid}=-\tfrac12\sum_{g\nu\lambda}\delta P_{\nu\lambda}X_{\lambda g}G_{\nu g}=-\tfrac12{\rm Tr}(\delta P\,K^{\rm sym}).\tag{17}$$

Thus $-\tfrac12K^{\rm sym}$, the exchange part of the Fock matrix, is the exact derivative of the approximate energy, however coarse the grid. This holds at fixed nuclei, with the grid and basis unchanged.

## Overlap fitting

The grid also gives a numerical overlap matrix $S_{\rm num}=XX^T$, which can be compared with the analytic $S$. Assume that $S_{\rm num}$ is invertible, which needs at least $N$ points, and define

$$Q=SS_{\rm num}^{-1},\qquad K_{\rm fit}=QXG^T.\tag{18}$$

To see what this corrects, split $h_\nu$ into its projection on the basis and a remainder:

$$h_\nu=\sum_\sigma\phi_\sigma c_{\sigma\nu}+h_\nu^\perp,\qquad\int\phi_\mu h_\nu^\perp\,d^3r=0.\tag{19}$$

Integration against $\phi_\mu$ gives $K=Sc$, so $c=S^{-1}K$ with the exact $K$. On the grid, the first part of (19) is integrated with $S_{\rm num}$ instead of $S$:

$$XG^T=S_{\rm num}c+B,\qquad B_{\mu\nu}=\sum_gw_g\phi_\mu(\mathbf r_g)h_\nu^\perp(\mathbf r_g).\tag{20}$$

Here $B$ is the quadrature value of an integral that vanishes exactly. Subtract $K=Sc$ from (20), and then do the same after multiplying (20) by $Q$, using $QS_{\rm num}=S$:

$$XG^T-K=(S_{\rm num}-S)c+B,\qquad K_{\rm fit}-K=QB.\tag{21}$$

The fit removes the error of the part of $h_\nu$ that lies in the basis. The error of the remainder survives, multiplied by $Q$.

A limiting case separates the two parts. If $1/|\mathbf r-\mathbf r'|$ is replaced by the constant 1, then $A=S$, and $h_\nu=\sum_{\kappa\lambda}S_{\nu\kappa}P_{\kappa\lambda}\phi_\lambda$ lies in the basis. Now $B=0$, and the fit returns the exact $K=SPS$ on any grid with invertible $S_{\rm num}$. For the Coulomb kernel $B$ is in general not zero. Moreover, the two terms in the first equation of (21) can have opposite signs, so removing one of them need not reduce every matrix element's error.

The fit also changes the derivative. From (5) and (18),

$$E_{\rm fit}=-\tfrac14\sum_{g\nu\kappa}(PQX)_{\nu g}A_{\nu\kappa}(\mathbf r_g)(PX)_{\kappa g}.\tag{22}$$

The two outer factors now differ. Varying the first gives ${\rm Tr}(\delta P\,K_{\rm fit})$. Varying the second gives ${\rm Tr}(\delta P\,\tilde K)$, where

$$\tilde K=X\tilde G^T,\qquad\tilde G_{\kappa g}=\sum_\nu A_{\kappa\nu}(\mathbf r_g)(PQX)_{\nu g}.\tag{23}$$

Therefore

$$\delta E_{\rm fit}=-\tfrac14{\rm Tr}\left[\delta P\,(K_{\rm fit}+\tilde K)\right],\tag{24}$$

where the symmetric $\delta P$ selects the symmetric part of the bracket. Using $-\tfrac12K_{\rm fit}$ alone in the Fock matrix is consistent with $E_{\rm fit}$ only up to grid error, since $K_{\rm fit}$ and $\tilde K$ both tend to $K$ as the grid is completed.

## Water: the size of the grid error

Take water with O–H distances of 1.81 bohr and an angle of 104.5°. A restricted Hartree–Fock calculation in the def2-SVP basis ($N=24$) supplies $P$. Analytic four-index integrals then give $E_x=-8.958694$ hartree, a value specific to this basis (def2-TZVP gives $-8.950707$ hartree). The errors below are relative to these analytic results for the same $P$ and basis, so they contain no basis-set error. Matrices are symmetrized, $\Delta K$ denotes the largest absolute error of an element, and $\Delta E$ is the grid value of $E_x$ minus the analytic one, both in hartree. Grids are labelled by radial shells (Treutler–Ahlrichs scheme) and Lebedev points per atom. The molecule lies in the $xz$ plane with its twofold axis along $z$, aligned with the axes of the Lebedev grids.

| Grid | $\Delta K$, raw | $\Delta K$, fit | $\Delta E$, raw | $\Delta E$, fit |
|---|---|---|---|---|
| 20, 50 | $1.2\times10^{-3}$ | $1.9\times10^{-3}$ | $1.1\times10^{-3}$ | $2.6\times10^{-5}$ |
| 35, 110 | $7.0\times10^{-5}$ | $6.8\times10^{-5}$ | $3.4\times10^{-5}$ | $2.3\times10^{-6}$ |
| 60, 302 | $3.1\times10^{-7}$ | $4.2\times10^{-7}$ | $-1.7\times10^{-7}$ | $-7.6\times10^{-8}$ |

In this orientation the fit reduces the energy error on all three grids, by a factor of about 43 on the coarsest and about 2 on the finest. It does not reduce the largest matrix error consistently: on the coarsest and finest grids that error grows. On the coarsest grid, the element with the largest fitted error had a raw error of at most $1.2\times10^{-3}$ hartree, so at that element the difference between the raw and fitted errors, which by (21) is the symmetric part of $(S_{\rm num}-S)c+(1-Q)B$, has the opposite sign to the fitted error. Equation (21) allows this, and it gives no general guarantee for the energy either. With the fit, the finest grid has an energy error of magnitude $2.0\times10^{-4}$ kJ/mol in this orientation.

This pattern belongs to the orientation and radial scheme chosen, not to the fit as such. For one general rotation of the molecule relative to the grid axes it is reversed. On the coarsest grid the fit then lowers $\Delta K$ from $1.0\times10^{-3}$ to $8.0\times10^{-4}$ hartree but raises $|\Delta E|$ from $1.1\times10^{-4}$ to $4.2\times10^{-4}$ hartree, and on the finest grid it raises $|\Delta E|$ from $1.1\times10^{-8}$ to $1.1\times10^{-7}$ hartree. In the original orientation with Mura–Knowles radial shells, the raw and fitted energy errors on the coarsest grid have nearly equal magnitude, about $4.6\times10^{-4}$ hartree.

The coarsest grid also shows the sizes of the separate effects. Before symmetrization, $XG^T$ and its transpose differ by up to $1.7\times10^{-3}$ hartree. In (21), the largest element of $(S_{\rm num}-S)c$ is $2.6\times10^{-3}$ hartree and that of $B$ is $1.9\times10^{-3}$ hartree, so the two parts are comparable.

For the derivative, let $P$ change along one randomly chosen symmetric matrix of unit Frobenius norm. The slope of $E_{\rm fit}$, obtained from a central difference, is 0.183805 hartree, and (24) gives the same value. Using $-\tfrac12K_{\rm fit}$ alone gives 0.183835 hartree, a discrepancy of $3\times10^{-5}$ hartree along this direction.

## The chain of spheres

The contractions become cheaper when negligible terms are skipped. At each grid point, three lists are built in succession:

1. Keep the $\lambda$ for which $|X_{\lambda g}|$ exceeds a threshold $\tau$. Since Gaussians decay rapidly, these functions are centred within a finite distance of the point, set by $\tau$, the weight and the smallest exponent. The same list restricts $\mu$ in the final contraction $XG^T$.
2. Form $F_{\kappa g}$ from them and keep the $\kappa$ for which $|F_{\kappa g}|>\tau$. The reach of this list is set by the decay of $P$.
3. For each such $\kappa$, keep the $\nu$ that overlap it appreciably. Only these pairs need $A_{\nu\kappa}(\mathbf r_g)$.

The third criterion can be justified for s functions with positive contraction coefficients. The overlap of the pair in (9) is $S_{ss}=(\pi/p)^{3/2}E$. Dividing (12) by it gives

$$\frac{A_{ss}}{S_{ss}}=2\sqrt{\frac p\pi}\,F_0(T).\tag{25}$$

Since $0<F_0\le1$, summing over primitives with positive coefficients yields

$$0\le A_{\nu\kappa}(\mathbf r)\le2\sqrt{\frac{p_{\max}}\pi}\,S_{\nu\kappa},\tag{26}$$

where $p_{\max}$ is the largest exponent sum. A small overlap therefore implies a small potential everywhere. For functions of higher angular momentum $S_{\nu\kappa}$ can vanish by symmetry although the functions interpenetrate. The pair list then cannot be based on $S_{\nu\kappa}$; it is based instead on spatial extents, the spheres of the method's name.

Distance from the grid point does not by itself eliminate a pair. For large $T$, $F_0\to\tfrac12\sqrt{\pi/T}$, and (25) becomes $A_{ss}\to S_{ss}/|\mathbf C-\mathbf r|$, the slow potential of a charge. Locality comes from $F$. If $P_{\kappa\lambda}$ is negligible beyond a finite distance, as is expected for a system with a sizeable gap, each point retains a number of pairs independent of system size. The number of potential integrals then grows linearly. If $P$ decays slowly, or the basis is very diffuse, the lists are long, and linear growth can set in only once the system is larger than their reach.

As an example, stack $n$ parallel H$_2$ molecules, with bond length 1.4 bohr, 7 bohr apart. Use restricted Hartree–Fock density matrices in the 6-31G basis and a grid of 12 radial shells with 50 angular points per atom. The same $\tau=10^{-5}$ is applied to $X$ (both in $F=PX$ and in $XG^T$), to $F$ and to the overlap. Counting every ordered pair at every point gives:

| $n$ | Integrals kept | All integrals |
|---|---|---|
| 8 | 747,904 | 9,719,808 |
| 12 | 1,174,976 | 32,799,744 |
| 16 | 1,602,048 | 77,742,080 |

Both steps of four molecules add 427,072 retained integrals: growth is linear over this range. The increments of the full count have the ratio 1.947, equal to the value $(16^3-12^3)/(12^3-8^3)$ expected from cubic growth. At $n=16$ about 2% of the integrals are kept.

The threshold is not a bound on the error of $K$, because many discarded terms can add up. For $n=8$, relative to the unscreened result on the same grid, the largest change of an element of $XG^T$ is $1.05\times10^{-3}$, $2.15\times10^{-4}$ and $7.1\times10^{-5}$ hartree for $\tau=10^{-3}$, $10^{-4}$ and $10^{-5}$. At the tightest threshold the error is thus about seven times the numerical value of $\tau$. Refining the grid does not remove this error. Since $X$ and $F$ carry the factor $\sqrt{w_g}$, the conditions of steps 1 and 2 read $|\phi_\lambda|>\tau/\sqrt{w_g}$ and, apart from the terms dropped in step 1, $|f_\kappa|>\tau/\sqrt{w_g}$. On a finer grid the weights are smaller and the same $\tau$ cuts at larger function values, so $\tau$ must be lowered as the grid is refined.
